# Why surface oxygen vacancies can compensate a polar film before electronic reconstruction

Grow a film one cell at a time from alternating positive and negative atomic planes on a neutral insulating substrate. The local bonding at its surface soon stops changing, yet removing an oxygen atom from that surface can go on becoming cheaper over several further cells. What changes is the energy released when the two electrons left by the oxygen cross the film to the interface. The same energy release drives electronic reconstruction, in which electrons leave the surface valence band and holes remain. Which process begins first depends on what each must pay per electron.

**The field and the voltage**

Let the planes carry charges $+e$ and $-e$ per cell area $A$, with $e>0$. Each cell has height $c$. Measured from the last substrate plane, the positive plane of the first cell lies at $c/2$ and the negative plane at $c$. The film response is first taken as linear, with permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ covering both electronic and lattice polarization.

By Gauss's law the field is $e/(A\varepsilon)$ between the positive and negative planes of a cell and zero in the other half. For $N$ cells of total thickness $d=Nc$ the potential drop is therefore

$$V_0=N\,\frac c2\,\frac{e}{A\varepsilon}=\frac{\sigma d}{\varepsilon},\qquad \sigma=\frac{e}{2A}.$$

The mean field $F=\sigma/\varepsilon$ points towards the surface. The potential falls in that direction, so an electron's energy rises by $eV_0$ from interface to surface.

Take $a=0.39$ nm for the in-plane cell edge, $c=0.38$ nm and $\varepsilon_r=25$. Then $\sigma=52.7\ \mu\mathrm{C/cm^2}$, or 3.287 electrons per nm², and $F=23.8$ MV/cm. Each cell adds 0.904 V.

**Why the formation energy falls**

Let $E_0$ be the cost of a surface vacancy that keeps both electrons, with the removed oxygen counted as half an O$_2$ molecule in its ground state. Returning the oxygen to a real gas adds its chemical potential $\mu_O$, measured from the same reference. The vacancy is neutral, so the potential drop does no net work on it. A dipole on it may couple to $F$. Because $F$ does not depend on $d$, this would add only a constant while both electrons stay, and it is neglected here.

At zero field let the occupied vacancy level lie $\delta$ below the interface conduction edge. The film raises it by $eV_0$. Moving one electron to the interface then changes the energy by $\delta-eV_0$. If both electrons have the same level,

$$E_f=E_0+\mu_O+2\min(0,\delta-eV_0).$$

For $eV_0<\delta$ the electrons stay and $E_f$ is flat. Once $eV_0>\delta$,

$$E_f=C-2eFd,\qquad C=E_0+2\delta+\mu_O.$$

The slope is minus the charge transferred, $2e$, times the field. A vacancy in a negative plane at distance $z$ from the interface gains only $2eFz$, and one in a positive plane gains less than that, so this term favours the surface.

A chain model separates the two regimes. It has one interface site, a row of high-energy film sites and a vacancy site, joined by weak hopping, with two electrons in the lowest state. With a deliberately small rise of 0.15 eV per cell and $\delta=0.7$ eV, numerical diagonalization gives no change in $E_f$ from one to four cells, to within 0.001 eV. From eleven to twelve cells $E_f$ falls by 0.300 eV, which is twice the rise per cell. The fall thus starts when the electrons change sides.

**Two channels share one electrostatic gain**

Let $n$ be the number of vacancies per area and $m$ the number of electrons per area taken from the surface valence band. The interface receives $q=2n+m$. These electrons and the positive charge left at the surface reduce the drop to

$$V(q)=\frac{(\sigma-eq)d}{\varepsilon}.$$

Each further electron releases $eV(q)$, so the electrostatic energy change is

$$-\int_0^q eV(q')\,dq'=-\frac{eq\sigma d}{\varepsilon}+\frac{e^2q^2d}{2\varepsilon}.$$

The interface electrons also fill a band. With a constant density of states $g$ per area and energy, the last electron sits $q/g$ above the edge, and integration gives $q^2/(2g)$.

Let $\Delta$ be the energy from the surface valence edge to the interface conduction edge at zero field. Neglecting the kinetic energy of holes and short-range repulsion between vacancies, the energy per area is

$$G=Cn+\Delta m-\frac{eq\sigma d}{\varepsilon}+\frac{e^2q^2d}{2\varepsilon}+\frac{q^2}{2g}.$$

This form lets every vacancy give up both electrons. In equilibrium that is consistent if $E_0+\mu_O>0$, since otherwise vacancies would form even without transfer.

At $q=0$, adding a vacancy changes $G$ at the rate $C-2eV_0$, and adding a hole changes it at the rate $\Delta-eV_0$. The onset thicknesses are

$$d_V=\frac{\varepsilon C}{2e\sigma},\qquad d_e=\frac{\varepsilon\Delta}{e\sigma}.$$

Redox compensation comes first if and only if $C/2<\Delta$. The field sets both thicknesses but cancels from their order, as long as $C$ and $\Delta$ do not themselves depend on thickness.

In this model the first channel also shuts out the second. At fixed $q$, substituting $m=q-2n$ gives

$$Cn+\Delta m=\Delta q+(C-2\Delta)n.$$

If $C<2\Delta$, the minimum has the largest possible $n$, namely $n=q/2$, and $m=0$. Setting $dG/dq=0$ then gives

$$\frac C2-eV(q)+\frac qg=0,\qquad
q=\frac{e\sigma d/\varepsilon-C/2}{e^2d/\varepsilon+1/g}.$$

The energy still needed to create a hole is $\Delta+q/g-eV(q)=\Delta-C/2$. It stays positive at every thickness.

Repulsion between vacancies can change this later stage. An added energy $\beta n^2$ raises the vacancy cost per electron to $C/2+\beta n$. Near full compensation $n$ approaches $\sigma/(2e)$, so a thick film reopens the electronic route if $\beta>e(2\Delta-C)/\sigma$. The first onset does not move, because the added cost per vacancy vanishes at $n=0$.

**Oxygen decides the order**

For an ideal gas,

$$\mu_O=-\frac{k_BT}{2}\ln\left[\frac{k_BT}{p}\left(\frac{2\pi Mk_BT}{h^2}\right)^{3/2}3Z_{\rm rot}Z_{\rm vib}\right].$$

Here $M$ is the mass of O$_2$, 3 counts its spin states, and the $Z$ factors are the rotational and vibrational partition functions. The rough inputs are a rotational constant of 0.178 meV, with odd rotational levels only, and a vibrational quantum of 0.196 eV.

Choose $\Delta=3.3$ eV, $E_0=5.6$ eV and $\delta=0.7$ eV. At 1000 K and $10^{-5}$ Torr, $\mu_O=-1.881$ eV, so

$$C=5.6+1.4-1.881=5.119\ \mathrm{eV}.$$

The vacancy cost is 2.56 eV per electron, against 3.3 eV for the electronic route. The onsets are $d_V=1.08$ nm, or 2.83 cells, and $d_e=1.39$ nm, or 3.65 cells. In whole cells, vacancies appear at three, while a film barred from forming them would reconstruct at four.

At 300 K and 150 Torr, $\mu_O=-0.295$ eV and $C/2=3.35$ eV. In the energy $G$, electronic reconstruction now comes first, though by only about 0.05 eV per electron, and at this pressure $C/2$ equals $\Delta$ near 390 K. That margin is no larger than the entropy and image terms discussed below, so for these parameters the oxygen-rich case is a near tie. Redox compensation can come first, but a richer oxygen supply removes its lead.

**Reading the formation energy**

Under the growth conditions the dilute formation energy falls by $2\times0.904=1.808$ eV per cell:

| Cells | $E_f$ in a vacancy-free film (eV) |
|---|---:|
| 1 | 3.31 |
| 2 | 1.50 |
| 3 | −0.31 |
| 4, 5, 6 | −1.48 |

The line ends because the vacancy-free reference film reconstructs. Minimizing $G$ over $m$ at $n=0$ gives $eV=\Delta+m/g$ there. A vacancy added to that film costs

$$C+\frac{2m}{g}-2eV=C-2\Delta=-1.48\ \mathrm{eV}.$$

From three cells on, this reference is unstable against vacancies. In the equilibrium film they form until the drop no longer pays for more. For four cells $eV_0=3.62$ eV and $e^2d/\varepsilon=3.62/3.287=1.10$ eV nm². With the free-electron mass, $g=m_e/(\pi\hbar^2)$ and $1/g=0.239$ eV nm². Hence

$$q=\frac{3.62-2.56}{1.10+0.239}=0.79\ \mathrm{nm^{-2}}.$$

The remaining drop is 2.75 V, too small to create holes.

A supercell with a high vacancy density shows a smaller slope. With both electrons transferred and $m=0$,

$$\frac Gn=C-\frac{2e\sigma d}{\varepsilon}+\frac{2e^2nd}{\varepsilon}+\frac{2n}{g},$$

so the slope is $-(2e/\varepsilon)(\sigma-en)$. One vacancy in a $2\times2$ cell has $en=e/(4A)=\sigma/2$, which halves the slope to $-0.904$ eV per cell. Replacing the uniform surface charge by point charges $2e$ above a conducting plane, and summing their Coulomb and image energies, gives the same value between three and four cells.

This result holds the transfer complete. At that density complete transfer removes the whole drop, so some electrons return to the vacancy levels. Dividing the electrostatic energy by the fixed density $n=\sigma/(2e)$ gives $-eFd[1-(1-eq/\sigma)^2]$ per vacancy. Because $q$ minimizes the total energy, its own change with $d$ adds nothing to first order. The slope therefore has magnitude $eF[1-(1-eq/\sigma)^2]$, which approaches the half slope in thick films as $eq$ approaches $\sigma$.

**What the simple model leaves out**

Temperature rounds the onset. Including the entropy of vacancies on two surface oxygen sites per cell and the Fermi distribution of interface electrons, but no thermal holes, a numerical solution at 1000 K gives $q=0.0044$ nm⁻² for two cells and 0.355 nm⁻² for three. Without these two effects, but with the same $\mu_O$, the values are zero and 0.14 nm⁻². In the oxygen-rich case such terms decide which channel carries the charge. At 300 K, with holes filling a band of their own, a four-cell film draws 0.19 nm⁻² from vacancies and 0.05 nm⁻² from the valence band if the holes have the free-electron mass, and 0.03 and 0.24 nm⁻² if they are ten times heavier.

An isolated vacancy is also attracted to its screening charge at the interface. For a point charge $2e$ on a dielectric slab above a conductor, the energy relative to a very thick slab is $-0.20$ eV at two cells and $-0.13$ eV at three. The change of 0.07 eV is small beside the linear fall of 1.81 eV, but the energy itself lowers the cost of an isolated vacancy. It varies as $1/d$ and amounts to about $-0.05$ eV per electron at 1.39 nm. This cancels the oxygen-rich margin and brings both onsets to 1.39 nm. Under the growth conditions it moves the redox onset only from 1.08 to 1.05 nm.

The dielectric need not be linear. Treat the film as uniform, with displacement and polarization averaged over a cell, and let $w(P)$ be the energy density stored by the mean polarization $P$. At displacement $D$, the film minimizes

$$u=\frac{(D-P)^2}{2\varepsilon_0}+w(P).$$

Because $\partial u/\partial P=0$ at the minimum, $du/dD=(D-P)/\varepsilon_0$, which is the field. The energy released per electron is still the voltage times $e$, so the thresholds $C/2$ and $\Delta$ keep their order. If a quartic term in $w$ makes the restoring force 30% stronger at $P=\sigma$, numerical minimization at the mean displacement $D=\sigma$ gives a field of 29.9 MV/cm. Applying the same nonlinear law separately to the two halves of each cell would give a much larger mean field, because the displacement is concentrated in one half. With the field of 29.9 MV/cm, the onsets move to 0.86 and 1.10 nm.

The electrons must also be able to cross. With the film's conduction edge 2.3 eV above that of the interface, the barrier at the vacancy is 3.0 eV. For three cells at the bare field, a semiclassical tunnelling estimate with the free-electron mass and an attempt rate of barrier height over $h$ gives a few nanoseconds for a uniform field, and just under one nanosecond for the stepped potential of the planes. Electron transfer is then unlikely to be the slow step near the onset. In thicker, partly compensated films the field is weaker and the barrier longer, so the tunnelling time rises steeply and this conclusion need not hold.

**Beside a real interface**

The parameters lie in the rough regime of lanthanum aluminate on titanium-terminated strontium titanate, where conduction appears at roughly four cells. They are round values, and $E_0$ is among the least certain: raising it by 0.5 eV delays the redox onset by about 0.1 nm. The field is far above the few MV/cm that thick oxide films typically withstand, so the model should not be extended to thick uncompensated films. Real samples also depart from oxygen equilibrium, because exchange may freeze during cooling. Between the two equilibria considered here, with all other parameters fixed, the first onset moves from 1.08 nm, where vacancies clearly lead, to 1.39 nm, where the two channels cost nearly the same and the simple model cannot say which one dominates. A prediction for a particular sample therefore needs its oxygen history as well as its thickness. Cation mixing and adsorbed species, both absent here, can supply further compensation. Under reducing conditions the titanate substrate can also lose oxygen and conduct by itself, so conduction alone does not prove that surface vacancies have formed.

All numerical values are calculated from the stated model.
